# Triangular Flux-Closure Domains and Their Equilibrium Width in a Ferroelectric Plate, part 2

A ferroelectric plate fills $0\le z\le d$ and is unchanged along $y$. Its stripes of width $w$ have polarization $\pm P$ along $z$ and are joined at both faces by uncharged closure triangles of base $w$ and height $w/2$, polarized along $\pm x$. We seek the equilibrium width and ask what competes with closure. The algebra uses atomic units, with $\mathbf D=\mathbf E+4\pi\mathbf P$.

Vertical walls cost $\sigma$ per area, inclined walls $\sigma_{90}$, and closure domains $K$ per volume relative to the stripes. With full-height vertical walls and no inclined-wall energy, the theorem gives, per plate area,

$$F(w)=\frac{\sigma d}{w}+\frac{Kw}{2}, \tag{1}$$

$$w_*=\sqrt{\frac{2\sigma d}{K}},\qquad F_*=\sqrt{2\sigma Kd}, \tag{2}$$

provided that $d\ge2\sigma/K$. With all walls counted,

$$F_{\rm all}(w)=\frac{\sigma d}{w}+\frac{Kw}{2}+2\sqrt2\,\sigma_{90}-\sigma. \tag{7}$$

Remark 3 allowed triangles of height $tw/2$, uncharged only at $t=1$. Reducing $t$ slightly below 1 saves closure volume in proportion to $1-t$, while the charge costs $C(1-t)^2w$ per plate area, with $C>0$ independent of $w$ for $w\ll d$. Some charge is therefore accepted, with the optimum at $1-t=K/(4C)$.

The crystal is longer along $\mathbf P$ than across it by the relative difference $s\ll1$. Measured from the stripe lattice, the natural strain of a closure domain is

$$\varepsilon^0_{xx}=s,\qquad \varepsilon^0_{zz}=-s,\qquad \varepsilon^0_{yy}=0. \tag{8}$$

The elastic strain $e_{ij}$ is the actual strain minus the natural strain. For linear isotropic elasticity with shear modulus $\mu$ and second elastic constant $\lambda$, a closure domain clamped to the stripe lattice costs

$$K=2\mu s^2. \tag{9}$$

This overstates the cost, because the crystal can deform around the triangles.

**Proposition 3.** For $w\ll d$ and zero mean extension of the plate along $x$, elastic relaxation replaces $K$ by $gK$, with $0\le g\le1$ and $g$ independent of $w$. If $g>0$, the width becomes $w_*/\sqrt g$.

*Proof.* The relaxed displacement minimizes the elastic energy. Zero displacement is an allowed choice and gives the clamped energy, so the minimum cannot be larger, and it cannot be negative. For $w\ll d$ the strain near one face does not feel the other. If all lengths are measured in units of $w$, the triangles have a fixed shape. A displacement $w\,\mathbf U(x/w,z/w)$ then has strains that depend on the scaled position alone. The energy per triangle and per length along $y$ is an energy density times an area, so it is proportional to $w^2$, just as in the clamped case. The ratio $g$ is therefore independent of $w$, and $\sqrt{2\sigma d/(gK)}=w_*/\sqrt g$. $\square$

The strain outside the triangles is included in $g$. The energy is no longer uniform inside them, but the law of the theorem survives with an effective $K$.

Complete relaxation is prevented by the geometry. Across the left side of an upper triangle, with normal $\mathbf n=(1,1)/\sqrt2$, the natural strain can be produced by a simple shear with displacement $\mathbf a(\mathbf n\cdot\mathbf r)$ and $\mathbf a=\sqrt2\,s\,(1,-1)$. The strain components are $a_xn_x=s$, $a_zn_z=-s$ and $\tfrac12(a_xn_z+a_zn_x)=0$, as Eq. (8) requires. A single inclined wall can thus be free of stress. This shear also contains a rotation

$$\tfrac12(a_xn_z-a_zn_x)=\tfrac12(s+s)=s.$$

On the right side $\mathbf n=(1,-1)/\sqrt2$ and $\mathbf a=\sqrt2\,s\,(1,1)$ give the same strain, but the rotation is $\tfrac12(-s-s)=-s$. The triangle cannot have both rotations relative to stripes that are joined without rotation along the vertical wall. Some stress must remain.

For a Poisson ratio of 0.3, a finite-element calculation in plane strain gave $g=0.503$ with 48 square cells per width, each divided into four triangular elements, and 0.504 with 24. The same method was tested on a uniform surface layer with the natural strain of Eq. (8), for which the answer can be found by hand. There $e_{xx}=-s$ is fixed, while the stress along $z$ vanishes:

$$\lambda(e_{xx}+e_{zz})+2\mu e_{zz}=0\quad\Longrightarrow\quad e_{zz}=\frac{\lambda s}{\lambda+2\mu}.$$

The stress along $x$ is

$$(\lambda+2\mu)e_{xx}+\lambda e_{zz}=-s\,\frac{(\lambda+2\mu)^2-\lambda^2}{\lambda+2\mu}=-\frac{4\mu(\lambda+\mu)s}{\lambda+2\mu}.$$

Half its product with $e_{xx}$ is the energy density. Divided by $2\mu s^2$, it gives

$$\frac{\lambda+\mu}{\lambda+2\mu}=\frac57 \tag{10}$$

for a Poisson ratio of 0.3, where $\lambda=1.5\mu$. The calculation reproduced this ratio to within $10^{-8}$.

### Open stripes

The stripes may also run straight to the faces and leave bound charge there. This avoids the closure cost but creates an electric field.

**Proposition 4.** Let the crystal respond to fields with an isotropic background permittivity $\epsilon$, let vacuum lie outside, and let $w\ll d$. Open stripes then have the energy per plate area

$$F_{\rm open}=\frac{\sigma d}{w}+Aw,\qquad A=\frac{28\,\zeta(3)P^2}{\pi^2(1+\epsilon)}, \tag{11}$$

where $\zeta(3)=\sum_{n\ge1}n^{-3}$.

*Proof.* The charge on one face is a square wave of period $2w$ and height $P$. Its Fourier series is

$$q(x)=\sum_{n\ \rm odd}q_n\sin k_nx,\qquad q_n=\frac{4P}{\pi n},\qquad k_n=\frac{n\pi}{w},$$

up to an overall sign, which does not affect the energy. Each harmonic produces a potential $\phi_n\sin(k_nx)\,e^{-k_n|\zeta_z|}$, where $\zeta_z$ is the distance from the face. The normal field is $k_n\phi_n$ away from the face on both sides. The displacement due to the linear response therefore jumps by $(1+\epsilon)k_n\phi_n$ times the sine, and this must equal $4\pi q_n$ times the sine. Hence

$$\phi_n=\frac{4\pi q_n}{(1+\epsilon)k_n}.$$

The energy is half the mean of charge times potential, and the mean of a squared sine is one half. For one face and one harmonic,

$$\frac14q_n\phi_n=\frac{\pi q_n^2}{(1+\epsilon)k_n}
=\frac{\pi}{1+\epsilon}\cdot\frac{16P^2}{\pi^2n^2}\cdot\frac{w}{n\pi}
=\frac{16P^2w}{\pi^2(1+\epsilon)n^3}.$$

The sum over odd $n$ is the full sum minus the even part, $\zeta(3)-\zeta(3)/8=7\zeta(3)/8$. One face contributes $14\zeta(3)P^2w/[\pi^2(1+\epsilon)]$, and two faces twice as much. The interaction between the faces is smaller by a factor of order $e^{-\pi d/w}$ and is dropped. $\square$

The function has the form of Eq. (1) with $K/2$ replaced by $A$, so its minimum is

$$w_{\rm open}=\sqrt{\frac{\sigma d}{A}},\qquad F_{\rm open,*}=2\sqrt{\sigma dA}. \tag{12}$$

If the constant in Eq. (7) is left aside, closure has the lower energy when $\sqrt{2\sigma Kd}<2\sqrt{\sigma dA}$, that is, when $K<2A$. With relaxation, $K$ is replaced by $gK$.

### A film 200 nm thick

The parameters are round values in the rough regime of lead titanate, whose large tetragonal strain makes the misfit the natural source of $K$: $d=200$ nm, $\sigma=0.8$ eV/nm$^2$, $\sigma_{90}=0.2$ eV/nm$^2$, $s=0.06$, $\mu=50$ GPa, $P=75$ µC/cm$^2$ and $\epsilon=70$. Both faces are bare, and the edges of the film are held so that its mean in-plane extension is zero.

Equation (9) gives $2\cdot50\ {\rm GPa}\cdot0.06^2$, which is $K=2.247$ eV/nm$^3$. The width is

$$w_*=\sqrt{\frac{2\cdot0.8\cdot200}{2.247}}\ {\rm nm}=11.9\ {\rm nm},$$

or 119 Å. The walls and the closure domains each cost 13.4 eV/nm$^2$, so $F_*=26.8$ eV/nm$^2$, or 0.268 eV/Å$^2$. The triangles are 6.0 nm high and fill 3 per cent of the film. The constant in Eq. (7) is $2\sqrt2\cdot0.2-0.8=-0.23$ eV/nm$^2$, which lowers the energy to 26.6 eV/nm$^2$.

Elastic relaxation is a large correction. With $g=0.503$ the closure cost falls to 1.13 eV/nm$^3$, the width rises to $11.93/\sqrt{0.503}\approx16.8$ nm, and the energy with all walls falls to 18.8 eV/nm$^2$. The clamped width is thus about 30 per cent below the relaxed one.

For open stripes, $A=1.516$ eV/nm$^3$. Their width is 10.3 nm and their energy 31.1 eV/nm$^2$, so within linear response uncharged closure is lower than open stripes with either value of $K$. These are only the two ends, $t=1$ and $t=0$, of the family of Remark 3, and by the argument given there a partly charged shape with $t<1$ lies below both. The criterion says the same: $2A=3.03$ eV/nm$^3$ exceeds both 2.25 and 1.13 eV/nm$^3$.

Linear response is, however, stretched far beyond its range here. In SI units the normal field at the face is $P/[\epsilon_0(1+\epsilon)]\approx1.2$ V/nm, and the polarization it induces is $(\epsilon-1)/(\epsilon+1)=0.97$ of $P$. In a double well such as that of Remark 6, removing the polarization completely costs only a quarter of what the linear law would charge. The value of $A$ is therefore too high for a material with such a double well, and the order of open stripes and clamped closure, which differ by only 15 per cent, is not settled by this estimate. The margin over relaxed closure is larger, but it too has been found only within linear response.

A film polarized uniformly in the plane has no surface charge on its faces. Under complete clamping it costs $Kd=449$ eV/nm$^2$. If it may relax along $z$, Eq. (10) reduces this to about 321 eV/nm$^2$, still far above closure. This comparison depends on the held edges. A film free to change its length could adopt the natural strain of the in-plane state and pay no misfit energy at all, and that state would then lie below the closure pattern.

**Remark 4: partial screening.** Suppose that a fraction $\theta$ of the surface charge of the open stripes is compensated at no cost. The charge is multiplied by $1-\theta$, $A$ by $(1-\theta)^2$, and $F_{\rm open,*}$ by $1-\theta$. The closure pattern has no charge to compensate. The two are equal when $1-\theta$ is the ratio of their energies, which gives $\theta\approx0.15$ for clamped $K$ and $\theta\approx0.40$ for relaxed $K$. Beyond this value open stripes are favoured. Both numbers rest on linear response and on uncharged triangles of fixed polarization. The overestimate of $A$ makes them too high and the overestimate of the closure energy makes them too low, so the sign of the net error is not known.

**Remark 5: thick walls.** For a wall thickness of about 1 nm, the ratio of wall thickness to triangle height is 0.17 with clamped $K$ and 0.12 with relaxed $K$. The triangles are recognizable, but their corners are rounded. The two lengths become equal when $w_*=2$ nm, that is, at

$$d=\frac{Kw_*^2}{2\sigma}=\frac{2.247\cdot4}{1.6}\ {\rm nm}\approx5.6\ {\rm nm}$$

for clamped $K$. This is well above the geometric limit $2\sigma/K=0.71$ nm. In the example the picture of sharp walls therefore fails before the triangles overlap, and a description by a continuously varying polarization is needed there.

**Remark 6: warming.** Consider a wall with energy density $\tfrac G2p'^2+\tfrac\beta4(p^2-P^2)^2$, where $p(x)$ passes from $-P$ to $P$ and $G$ and $\beta$ are fixed. The Euler–Lagrange equation has a first integral in which the two terms are equal, so $p'=\sqrt{\beta/(2G)}\,(P^2-p^2)$. The energy density is then $Gp'^2$, and

$$\sigma=\int_{-P}^{P}Gp'\,dp=\sqrt{\frac{G\beta}{2}}\int_{-P}^{P}(P^2-p^2)\,dp=\frac43\sqrt{\frac{G\beta}{2}}\,P^3.$$

If the strain follows $P^2$ and $\mu$ is fixed, $K$ varies as $P^4$. At fixed thickness $w_*\propto\sqrt{P^3/P^4}=P^{-1/2}$. A fall of $P$ by 10 per cent reduces $\sigma$ to 0.73 and $K$ to 0.66 of their former values, and the width grows by 5 per cent. Within this model, moderate warming matters much less than elastic relaxation. The model describes a continuous transition, however, while that of lead titanate is discontinuous. The exponent, and even the sign of this small change, need not carry over to it.

**Comparison with real films.** The strain and polarization are of the size found in lead titanate at room temperature. The wall energies and the isotropic $\epsilon$ are rougher, and a factor of two in $\sigma$ changes the width by $\sqrt2$. The example also assumes bare, uncompensated faces. Electrodes and adsorbed charge compensate real surfaces to a degree that varies with preparation. In the linear model, open stripes at $\theta=0.40$ would have a width of $10.27/0.60\approx17$ nm and the same energy as relaxed closure; with stronger compensation they would be wider still. Thick films can also relieve strain by domains with in-plane polarization that cross the whole film, which this family of patterns excludes. Finally, Remark 3 of the first half may matter here. If its coefficient $C$ were as large as $A$, the clamped values would give $K/(4C)=0.37$, which is not small. The charge on the inclined walls lies below the face, which makes $C$ smaller than $A$ and the departure from 45 degrees larger still. The fixed magnitude of $P$ is also a strong assumption. A double well as in Remark 6, with its curvature matched to $\epsilon$, has the depth $P^2/[8\epsilon_0(\epsilon-1)]\approx0.72$ eV/nm$^3$ in SI units. This is only about a third of the clamped $K$ and lies below the relaxed value as well, so the polarization in the triangles could shrink considerably and relieve part of the misfit, at the price of charge on the inclined walls. The widths of 12 and 17 nm are therefore estimates for uncharged triangles of fixed polarization, not predictions for a particular film. The values behind them are listed in the numerical output.

## Computed values

```
INPUTS (round, rough lead titanate regime)
film thickness d: 200 nm
180-degree wall energy sigma: 0.8 eV/nm^2
90-degree wall energy sigma90: 0.2 eV/nm^2
misfit strain s: 0.06
shear modulus mu: 50 GPa
Poisson ratio: 0.3
polarization P: 75 uC/cm^2
background relative permittivity eps: 70
wall thickness: 1.0 nm
CLOSURE MODEL, COMPLETELY CLAMPED K
closure cost K: 2.247 eV/nm^3
equilibrium width w: 11.93 nm
equilibrium width w, converted: 119.3 angstrom
closure triangle height: 5.97 nm
180-degree wall term: 13.41 eV/nm^2
closure volume term: 13.41 eV/nm^2
minimum energy F: 26.81 eV/nm^2
minimum energy F, converted: 0.2681 eV/angstrom^2
closure volume fraction: 0.0298
thickness limit 2 sigma/K: 0.712 nm
constant wall correction: -0.234 eV/nm^2
closure energy with all walls: 26.58 eV/nm^2
energy factor at 1.2 times equilibrium width: 1.0167
uniform in-plane film energy K d: 449.4 eV/nm^2
NEGLECTED EFFECTS AND COMPETITORS
elastic relaxation factor g: 0.503
relaxation factor on coarser mesh: 0.504
relaxed closure cost g K: 1.130 eV/nm^3
width with relaxed K: 16.83 nm
relaxed closure energy with all walls: 18.78 eV/nm^2
wall thickness / triangle height: 0.168
same ratio with relaxed K: 0.119
open-stripe coefficient A: 1.516 eV/nm^3
open-stripe width: 10.27 nm
open-stripe energy: 31.14 eV/nm^2
screened charge fraction for tie, clamped K: 0.147
screened charge fraction for tie, relaxed K: 0.397
polarization factor on warming: 0.9
wall energy factor on warming: 0.729
closure cost factor on warming: 0.656
width factor on warming: 1.054
```
